\section*{Estimating an interface roughness spectrum from finite, noisy, tip-blunted images}

\section{What a direct fit returns}

Take height images of an interface whose roughness is known: rms height $\Delta=0.25$ nm and correlation length $\Lambda=10$ nm. The images are 128 nm wide with 1 nm pixels. Flatten each scan row with a straight line, square the Fourier transform, and fit the model spectrum plus the known noise floor. Even with a perfectly sharp tip, this fit to the mean spectrum returns $\Delta=0.204$ nm and $\Lambda=3.9$ nm. With an 8 nm tip, a better fit that treats area, flattening and noise correctly but ignores the tip does worse: its correlation length runs away to the edge of the search range.

More images cure neither error, because both are biases of the mean. Some biases are linear in the interface spectrum and can be computed; the tip is nonlinear and has to be simulated. This division fixes the design.

\section{The spectrum being sought}

Let $h(\mathbf r)$ be a stationary, isotropic, zero-mean height with covariance $C(r)$, and define
\begin{equation}
S(q)=\int d^2r\,C(r)e^{-i\mathbf q\cdot\mathbf r},\qquad
C(r)=\int\frac{d^2q}{(2\pi)^2}S(q)e^{i\mathbf q\cdot\mathbf r}.
\end{equation}
The model is $C=\Delta^2e^{-r/\Lambda}$. The angular integral gives $2\pi J_0(qr)$. Differentiating $\int_0^\infty J_0(qr)e^{-\kappa r}dr=(\kappa^2+q^2)^{-1/2}$ with respect to $-\kappa$ supplies the factor $r$, and setting $\kappa=1/\Lambda$ gives
\begin{equation}
S(q)=\frac{2\pi\Delta^2\kappa}{(\kappa^2+q^2)^{3/2}}
=\frac{2\pi\Delta^2\Lambda^2}{(1+q^2\Lambda^2)^{3/2}} .
\label{S}
\end{equation}
For $q\Lambda\gg1$ this becomes $2\pi A/q^3$ with $A=\Delta^2/\Lambda$. Large wavevectors therefore determine $A$, and $\Lambda$ must come mainly from the relatively few modes near and below the bend at $q\sim1/\Lambda$.

\section{The linear biases in one formula}

An image $z_{mn}$ has $N\times N$ pixels of pitch $a$, with $n$ along the fast scan axis, and side $L=Na$. Removing a polynomial of degree $p$ from a row multiplies it by the projector $D=1-QQ^T$, where the columns of $Q$ are orthonormal polynomials. With taper $w$, a Fourier amplitude is a linear combination of pixels with coefficients $B_l(m)A_k(n)$:
\begin{align}
A_k(n)&=W^{-1/2}\sum_{n'}w_{n'}e^{-2\pi ikn'/N}D_{n'n},\\
B_l(m)&=W^{-1/2}w_me^{-2\pi ilm/N},\qquad W=\sum_nw_n^2 .
\end{align}
The periodogram is $P_{kl}=a^2|\sum_{mn}B_l(m)A_k(n)z_{mn}|^2$. Expand the square and average. For white pixel noise of variance $\sigma^2$, the pixel covariance depends only on the lags $s=n-n'$ and $t=m-m'$. Collecting equal lags gives
\begin{equation}
\langle P_{kl}\rangle=a^2\sum_{s,t}\alpha_k(s)\beta_l(t)
\left[C\!\left(a\sqrt{s^2+t^2}\right)+\sigma^2\delta_{s0}\delta_{t0}\right],
\label{main}
\end{equation}
with $\alpha_k(s)=\sum_nA_k(n+s)A_k^*(n)$ and $\beta_l$ formed likewise from $B_l$. Since $C$ is even in each lag, only the real parts of $\alpha$ and $\beta$ contribute. A random offset or slope of a row lies in the span of $Q$ when $p=1$, so $D$ removes it.

Inserting the Fourier integral for $C$ turns the noise-free part into
\begin{equation}
\langle P_{kl}\rangle=a^2\int\frac{d^2q}{(2\pi)^2}S(q)
|\hat A_k(q_x)|^2|\hat B_l(q_y)|^2,\quad
\hat A_k(q)=\sum_nA_k(n)e^{iqna}.
\end{equation}
The periodogram is thus a smeared $S$. The functions $\hat A$ and $\hat B$ repeat with period $2\pi/a$, so folding from beyond the pixel cutoff is included. When the columns of a covariance factor are passed through the actual image operations, their summed periodogram agrees with (\ref{main}) to $1.1\times10^{-15}$ of its largest element.

\subsection{Flattening}

Along a row of length $L$, the removed fraction of variance is $f=(L\Delta^2)^{-1}\sum_{j\le p}\iint\phi_j(x)\phi_j(x')C\,dx\,dx'$, with normalized Legendre polynomials $\phi_j$. For $p\le1$ each $\phi_j$ is at most linear. On an infinite line, the symmetric kernel $e^{-|x-x'|/\Lambda}$ would return $2\Lambda\phi_j(x)$. The part beyond the end at $x=0$ is missing there. With $\phi=\phi_0+\phi'x$, it contributes
\begin{equation}
\int_0^\infty(\phi_0+\phi'x)e^{-x/\Lambda}(\Lambda\phi_0-\Lambda^2\phi')dx
=\Lambda^2\phi_0^2-\Lambda^4\phi'^2 .
\end{equation}
The other end behaves in the same way. At the ends $\phi_j^2=(2j+1)/L$. Dropping the fourth-order term and corrections of order $e^{-L/\Lambda}$,
\begin{equation}
f\simeq\sum_{j=0}^{p}\left[\frac{2\Lambda}{L}-\frac{2(2j+1)\Lambda^2}{L^2}\right]
=2x(1-x),\quad x=\frac{(p+1)\Lambda}{L}.
\end{equation}
For $p=1$, $x=20/128=0.156$ and $f=0.264$; the matrix calculation gives 0.265. A quarter of the variance disappears although the image is nearly thirteen correlation lengths wide. Most of the loss is at small $q$, where $\Lambda$ is determined.

\subsection{Leakage and folding}

Without taper or flattening, the lag weights are triangles, and the integrand acquires the factor $(1-|x|/L)(1-|y|/L)$. Consider $q_y=0$ and $q_x=q\gg1/\Lambda$, well below the pixel cutoff. To first order in $1/L$, the $|x|$ term adds $-L^{-1}\iint|x|C\cos(qx)\,dx\,dy$. At large $q$ its leading part comes from the cusp at $x=0$. There $\int C(0,y)dy=2\Delta^2\Lambda$, and the transform of $|x|$ is $-2/q^2$. Hence
\begin{equation}
\delta P=\frac{4\Delta^2\Lambda}{Lq^2},\qquad
\frac{\delta P}{S}\simeq\frac{4\Delta^2\Lambda}{Lq^2}\,
\frac{\Lambda q^3}{2\pi\Delta^2}=\frac{2\Lambda^2q}{\pi L}.
\end{equation}
The $|y|$ term is smaller by $2/(q\Lambda)^2$. For a separate case with $L=256$ nm and $q=1.988$ nm$^{-1}$, the law gives $2(100)(1.988)/(256\pi)=0.494$; direct evaluation with 0.25 nm pixels gives 0.498. Finer pixels lower this to about 0.483, so for a continuous image the law is about 2\% high; at 0.25 nm, pixel effects partly offset the omitted terms. The relative error grows with $q$ because leakage falls as $q^{-2}$ and the spectrum as $q^{-3}$.

A Hann taper vanishes at the image edges, so its autocorrelation has no linear cusp at zero lag and this leading term is absent. It cannot undo folding. Between 2.4 and 3.0 nm$^{-1}$ the tapered, flattened mean is still 1.92 times the true spectrum. For an on-axis mode at 2.7 nm$^{-1}$, the nearest replica, at $2\pi-2.7=3.58$ nm$^{-1}$, alone adds $(2.7/3.58)^3=0.43$ of the true value. Equation (\ref{main}) accounts for this without a further correction.

\subsection{Noise}

White noise contributes a floor of $\sigma^2a^2$ apart from the changes made by flattening. Two scans of the same area give $\sigma$ without a spectral model: their difference $d$ contains no topography and has noise variance $2\sigma^2$. Flattening leaves $N-p-1$ degrees of freedom per row, so for $M$ image pairs
\begin{equation}
\hat\sigma^2=\frac{\sum(Dd)^2}{2MN(N-p-1)} .
\end{equation}
The estimate is 0.0500 nm, equal to the input at the digits shown. The floor, 0.0025 nm$^4$, is 2\% of $S$ between 0.6 and 0.8 nm$^{-1}$ but 1.24 times $S$ between 2.4 and 3.0 nm$^{-1}$. Drift between scans would leave topography in $d$, and noise correlated along a row would need its own covariance in (\ref{main}).

\section{Fitting instead of dividing}

Dividing $P$ by a correction factor fails where flattening has removed a mode, and the factor depends on the unknown $S$. The parameters $\theta=(\ln\Delta,\ln\Lambda)$ are instead found by minimizing the debiased Whittle function
\begin{equation}
U=\sum_{kl}\left[\ln E_{kl}(\theta)+\frac{P_{kl}}{E_{kl}(\theta)}\right],
\quad
\frac{\partial U}{\partial\theta}=\sum_{kl}\frac{\partial_\theta E_{kl}}{E_{kl}}
\left(1-\frac{P_{kl}}{E_{kl}}\right),
\end{equation}
where $E=\langle P\rangle$ from (\ref{main}). At the true parameters the mean derivative is zero, even though the taper correlates neighbouring modes. That correlation does invalidate error bars computed for independent modes, so the uncertainty is taken from the scatter between images. The two lowest fast-axis modes, which flattening suppresses most, are omitted.

On simulated images without a tip, this fit gives $\Delta=0.246$ nm and $\Lambda=9.7$ nm. The direct fit gave 3.9 nm mainly because folding raises the large-$q$ side of the spectrum, which a shorter correlation length imitates. Folding alone would give 4.2 nm. Leakage and flattening also shorten the fitted length, but each alone has a much smaller effect.

\section{The tip}

\subsection{Smooth surfaces}

A parabolic tip of apex radius $R$ is lowered until it first touches the surface, so the recorded height of its apex is
\begin{equation}
h_R(\mathbf x)=\max_{\mathbf u}\left[h(\mathbf x+\mathbf u)-\frac{u^2}{2R}\right].
\end{equation}
Let $\mathbf g=\nabla h$, and let $H$ be the matrix of second derivatives. While the contact point moves continuously, the maximum satisfies $\mathbf u=R\nabla h(\mathbf x+\mathbf u)=R\mathbf g+R^2H\mathbf g+\dots$. Through order $R^2$, the three contributions to $h_R-h$ are
\begin{align}
\mathbf u\cdot\mathbf g&=Rg^2+R^2\mathbf g^TH\mathbf g,\qquad
\tfrac12\mathbf u^TH\mathbf u=\tfrac12R^2\mathbf g^TH\mathbf g,\\
-\frac{u^2}{2R}&=-\tfrac12Rg^2-R^2\mathbf g^TH\mathbf g,
\end{align}
and their sum is $h_R-h=\tfrac12Rg^2+\tfrac12R^2\mathbf g^TH\mathbf g$.

For a Gaussian surface, the covariance of $h$ with $g^2$ is an odd moment and vanishes, so the spectral bias begins at $R^2$. It has two parts. First, with $C_{ij}=-\partial_i\partial_jC$, whose transform is $q_iq_jS$, pairing the gradients gives
\begin{equation}
\tfrac14R^2\,\mathrm{Cov}[g^2(\mathbf r),g^2(0)]
=\tfrac12R^2\sum_{ij}C_{ij}^2(\mathbf r).
\end{equation}
Second, $h$ correlates with the cubic term. At one point $\langle H_{ij}g_j\rangle=0$ by parity, and $\langle g_ig_j\rangle=\tfrac12\langle g^2\rangle\delta_{ij}$. The two equal cross terms therefore sum to $\tfrac12R^2\langle g^2\rangle\nabla^2C$. Transforming both parts,
\begin{equation}
\delta S=-\frac{R^2\langle g^2\rangle}{2}q^2S(q)
+\frac{R^2}{2}\int\frac{d^2p}{(2\pi)^2}
[\mathbf p\cdot(\mathbf q-\mathbf p)]^2S(p)S(|\mathbf q-\mathbf p|).
\label{tip}
\end{equation}
The first term removes power and the second returns some of it at combined wavevectors. On simulated smooth Gaussian surfaces, the power in a chosen band changes by $-0.678\%$, against $-0.666\%$ from (\ref{tip}).

\subsection{Exponential surfaces}

For spectrum (\ref{S}), $\langle g^2\rangle\propto\int q^3S\,dq$ diverges linearly, and (\ref{tip}) cannot be used. A scale estimate remains possible. Over a distance $u\ll\Lambda$ the height typically changes by $\sqrt{2\Delta^2u/\Lambda}$. Equating this to the tip drop $u^2/2R$ gives
\begin{equation}
u_*=\left(\frac{8R^2\Delta^2}{\Lambda}\right)^{1/3}
=(8\times64\times0.00625)^{1/3}\ \mathrm{nm}=1.5\ \mathrm{nm}.
\end{equation}
Blunting should become appreciable near $q\sim1/u_*=0.7$ nm$^{-1}$. The simulated ratio of power with the tip to power without it is 0.94 at 0.3--0.5, 0.85 at 0.6--0.8 and 0.19 at 2.4--3.0 nm$^{-1}$ on a 0.5 nm surface grid; finer grids lower the last value to 0.18 and move the others by less than 0.01.

Above about 0.6 nm$^{-1}$ the blunted spectrum is steeper than $q^{-3}$, the steepest fall the model allows. The fit to all wavevectors responds by raising $\Lambda$ without limit; its printed value of about $1.6\times10^5$ nm marks the search boundary, not a length in the surface. Correcting these apparent parameters would be ill-conditioned. The tip must enter the predicted spectrum instead:
\begin{equation}
E_{kl}(\theta)=T(q_{kl};\theta)\,\langle P_{kl}\rangle_{\sigma=0}
+\langle P_{kl}\rangle_{\Delta=0}.
\end{equation}
Here $T$ is the ring-averaged power ratio of simulated surfaces with and without the tip. The noise is added after contact, so $T$ does not multiply it. One simulates $T$ at a starting $\theta$, refits, and repeats. The fit uses $q<1$ nm$^{-1}$, where the tip leaves most of the power and the noise is small. Recovery is shown here only for $u_*\ll\Lambda$; for $\Lambda=2$ nm the same tip gives $u_*=2.5$ nm, larger than $\Lambda$, and that case is not tested.

\section{Result and its uncertainty}

From 64 images, the corrected fit gives $\Delta=0.253$ nm and $\Lambda=10.2$ nm; the last iteration changed their logarithms by at most about $10^{-4}$. Tip-free images of the same surfaces give 0.255 and 10.3 nm. Ignoring the tip over the same range of $q$ gives 0.273 and 14.3 nm.

One image is much less informative. In 24 single-image fits, using the $T$ found from the full set, the central 68\% of $\Lambda$ runs from 6.8 to 16.2 nm. The half-width in $\ln\Lambda$ is $\tfrac12\ln(16.2/6.8)=0.43$. If images were independent, 64 of them would reduce it to $0.43/8=0.05$, or about 5\%.

Assuming $R=10$ nm instead of 8 nm lowers the fitted $\Lambda$ to 9.4 nm and raises $A$ by about 6\% relative to the correct-radius fit. With $T$ held fixed, rounding heights to silicon steps of 0.136 nm changes $A$ by 1.0\%; refining the surface grid from 0.5 to 0.25 nm changes it by $-0.3\%$.

\section{Consequence for electron transport}

In an effective normal field $F$, a displaced interface changes the electron energy by $eFh$. The golden rule, weighted by momentum loss, contains $d^2k'/(2\pi)^2$. Replacing $k'dk'$ by $(m/\hbar^2)dE'$ and using the energy delta function gives
\begin{equation}
\frac1\tau=\frac{me^2F^2}{\hbar^3}I,\qquad
I=\frac1\pi\int_0^\pi(1-\cos\theta)S\!\left(2k\sin\frac\theta2\right)d\theta .
\end{equation}
Take $F=0.5$ MV/cm, $m=0.19m_e$ (the in-plane mass of the two lowest valleys at a Si(100) interface; other valleys and higher subbands are ignored) and an electron of energy $k_BT$ at 300 K, so $k=0.359$ nm$^{-1}$. Then $I=0.314$ nm$^4$, and $\mu=e\tau/m=\hbar^3/(m^2eF^2I)=3.1\times10^3$ cm$^2$/Vs. The corrected spectrum changes this by $-1.4\%$.

To see which errors matter, substitute $q=2k\sin(\theta/2)$, so that $1-\cos\theta=q^2/2k^2$. With $y=q\Lambda$ the integral is
\begin{equation}
I=\frac{A}{k^3}\int_0^{2k\Lambda}
\frac{y^2\,dy}{(1+y^2)^{3/2}\sqrt{1-(y/2k\Lambda)^2}} .
\end{equation}
For $k\Lambda\gg1$, split it at a value $M$ with $1\ll M\ll2k\Lambda$. Below $M$ the square root is nearly one and the integral gives $\ln(2M)-1$. Above $M$ the first factor is nearly $1/y$ and the integral gives $\ln(4k\Lambda/M)$. In the sum $M$ cancels:
\begin{equation}
I\simeq\frac{A}{k^3}\left[\ln(8k\Lambda)-1\right].
\label{log}
\end{equation}
The true parameters give 0.32 nm$^4$, close to the full integral. The runaway fit has $A=0.00290$ nm, and (\ref{log}) gives $I\simeq0.75$ nm$^4$, or $\mu\simeq1.3\times10^3$ cm$^2$/Vs, a value that depends logarithmically on where the search boundary was placed. The printed 1906 cm$^2$/Vs for that fit, and its unscreened error of $-38.7\%$, are not converged: a 400-point angular sum cannot resolve angles near $1/(k\Lambda)$.

The direct fit gives 3211 cm$^2$/Vs, within about 3\% of the true value, despite its wrong spectrum. Its $S$ is 1.96 instead of 3.51 nm$^4$ at $q=0.2$ nm$^{-1}$, but 0.16 instead of 0.11 nm$^4$ at 0.7 nm$^{-1}$. The errors cancel in this integral, so an acceptable mobility does not validate the spectrum.

These mobilities compare spectra; they do not predict a device. Thin-sheet screening at $5\times10^{12}$ cm$^{-2}$ raises the single-energy value to $5.2\times10^4$ cm$^2$/Vs, a factor of 17, and a finite layer thickness would weaken that screening. Unscreened thermal averaging with degeneracy gives $1.2\times10^4$ cm$^2$/Vs, because (\ref{log}) makes fast electrons much more mobile. In real silicon channels phonons and charged defects also scatter, and total mobilities at such densities are roughly several hundred cm$^2$/Vs. The result also depends on the correlation length assumed here: at fixed $\Delta$, changing $\Lambda$ from 10 to 2 nm raises $S$ at the largest transfer, 0.718 nm$^{-1}$, by a factor of 2.8, but lowers it at small $q$; the unscreened single-energy mobility falls by about 27\%. An exposed surface may also differ from the buried interface it represents, which no correction of the image can repair. The numerical output lists the remaining band ratios and fits.

\section*{Numbers as computed}
\begin{verbatim}
image side 128 nm, pixel 1.0 nm, images 64
true rms 0.250 nm, true length 10.00 nm
noise set 0.0500 nm, found from two scans 0.0500 nm
noise floor 0.00250 nm^4
tip radius 8.0 nm, surface grid 0.5 nm
pipeline versus formula, largest relative error 1.1e-15
variance removed, degree 0: exact 0.1442, law 0.1440
variance removed, degree 1: exact 0.2649, law 0.2637
leakage test: side 256 nm, q 1.988 1/nm
leakage relative excess: exact 0.498, law 0.494
smooth-surface tip change: simulated -0.678 %, law -0.666 %
power ratios to true S by band (noise: added part; tip: to no tip)
q band 1/nm | S nm^4 | box | box+flat | Hann+flat | noise | tip
0.08-0.20 | 7.856e+00 | 0.986 | 0.690 | 0.820 | 0.000 | 0.993
0.30-0.50 | 5.799e-01 | 1.080 | 0.983 | 0.975 | 0.004 | 0.942
0.60-0.80 | 1.102e-01 | 1.111 | 1.047 | 0.992 | 0.023 | 0.846
1.20-1.60 | 1.444e-02 | 1.221 | 1.176 | 1.092 | 0.173 | 0.586
2.40-3.00 | 2.014e-03 | 2.132 | 2.074 | 1.921 | 1.241 | 0.188
wavevector limit of low-q and tip-corrected fits 1.0 1/nm
fit | rms nm | length nm | rms^2/length nm | mobility cm2/Vs
true | 0.2500 | 10.00 | 0.00625 | 3109
naive, no tip | 0.2039 | 3.92 | 0.01060 | 3211
debiased, no tip | 0.2461 | 9.71 | 0.00624 | 3156
tip ignored, all q | 21.4454 | 158756.40 | 0.00290 | 1906
tip ignored, low q | 0.2734 | 14.32 | 0.00522 | 3211
tip corrected | 0.2533 | 10.22 | 0.00628 | 3065
same surfaces, no tip, low q | 0.2549 | 10.26 | 0.00633 | 3035
corrected with R=10 nm | 0.2503 | 9.44 | 0.00663 | 3007
last change of log parameters in tip correction 0.0001
single-image fits, tip corrected: 24 images
single-image rms: 16% 0.216, median 0.262, 84% 0.301 nm
single-image length: 16% 6.755, median 10.375, 84% 16.194 nm
silicon atomic step height 0.1358 nm
atomic steps change corrected rms^2/length by 1.0 %
atomic steps change corrected mobility by -0.1 %
0.25 nm instead of 0.5 nm grid changes corrected rms^2/length by -0.3 %
same grid change in corrected mobility 0.1 %
temperature 300 K, field 0.50 MV/cm, mass 0.19 m_e
thermal wavevector 0.359 1/nm, largest transfer 0.718 1/nm
angle integral for true spectrum 0.3144 nm^4
sheet density 5.0e+12 cm^-2, Fermi level 0.87 kT
screening wavevector 1.297 1/nm
mobility with thin-sheet screening 52141 cm2/Vs
mobility, unscreened thermal average 12035 cm2/Vs
mobility error, tip ignored, all q, unscreened: -38.7 %
mobility error, tip corrected, unscreened: -1.4 %
mobility error, tip ignored, all q, screened: 95.9 %
mobility error, tip corrected, screened: -0.7 %
\end{verbatim}
